\section*{Energy Released When an Equibiaxially Stressed Film Debonds, part 1}

(Sections cited here and not found follow in the second part.)

\section{Stored energy and the straight front}

\textbf{Q.} A low-k film sits on a silicon wafer under a tensile stress $\sigma$, equal in both in-plane directions. I want to know how much elastic energy becomes available if it comes off. A stretched bar stores $\sigma^2/(2E)$ per volume, so I would multiply that by the film thickness $h$. What is wrong with this?

\textbf{A.} The bar is pulled along one direction, with its sides free. The film is pulled along two, and each pull changes the strain produced by the other. Take $x$ and $y$ in the film plane and $z$ normal to it, and count tension as positive. Before detachment
\begin{equation}
\sigma_{xx}=\sigma_{yy}=\sigma,\qquad \sigma_{zz}=0,
\end{equation}
with no shear stress. The normal stress vanishes because the top surface is free and, away from the film edges, nothing pulls the flat film up or down. I take the film to be uniform, isotropic and linearly elastic, with Young's modulus $E$ and Poisson ratio $\nu$.

Strain must be measured from the state the film would adopt if it were free, not from its state as deposited. Hooke's law then gives
\begin{align}
\varepsilon_{xx}&=\frac{\sigma_{xx}-\nu\sigma_{yy}-\nu\sigma_{zz}}{E}
=\frac{(1-\nu)\sigma}{E}\equiv\varepsilon_0,\\
\varepsilon_{yy}&=\varepsilon_0,\qquad
\varepsilon_{zz}=-\frac{2\nu\sigma}{E}.
\end{align}
It is convenient to define the biaxial modulus $M=E/(1-\nu)$, so that $\sigma=M\varepsilon_0$.

\textbf{Q.} And the energy?

\textbf{A.} Load the free film gradually, with stresses $t\sigma$ and strains $t\varepsilon_{ij}$, where $t$ runs from 0 to 1. The work per volume is
\begin{align}
w&=\int_0^1\left(t\sigma\,\varepsilon_{xx}+t\sigma\,\varepsilon_{yy}\right)dt
=\frac12\left(\sigma\varepsilon_0+\sigma\varepsilon_0\right)\nonumber\\
&=\sigma\varepsilon_0=\frac{(1-\nu)\sigma^2}{E}.
\end{align}
The factor $1/2$ comes from the gradual loading, as in the bar. It is cancelled because two equal directions contribute. The film also becomes thinner, but $\sigma_{zz}=0$, so that strain does no work. Multiplication by $h$ gives the energy stored per area,
\begin{equation}
g_0=\frac{(1-\nu)\sigma^2h}{E}=\frac{\sigma^2h}{M}=M\varepsilon_0^2h .
\label{eq:g0}
\end{equation}

\textbf{Q.} The Poisson ratio lowers your energy. I would have expected a film held in two directions to be stiffer, and so to store more.

\textbf{A.} Both statements hold, with different quantities held fixed. At given stress, each pull shortens the film along the other direction. The strain is smaller, and so is the work. At given strain, the same coupling requires a larger stress, and the energy density $M\varepsilon_0^2=E\varepsilon_0^2/(1-\nu)$ grows with $\nu$. At given stress, $\nu=0$ leaves two independent bars, with a total of $\sigma^2/E$. In the incompressible limit $\nu=1/2$ the total falls to $\sigma^2/(2E)$, which happens to equal the value for one bar.

\textbf{Q.} You have computed what is stored. Why should all of it be released?

\textbf{A.} It is released under three conditions. The film must end free of stress in both in-plane directions, so that nothing remains stored in it. No external force may do work during the process. The substrate must be so stiff and thick that its own elastic energy is negligible. Energy conservation then makes $g_0$ the drop in elastic energy per detached area. ``Released'' says nothing about where the energy goes: it can separate the interface, deform material near the front irreversibly, or set the flake in motion.

\textbf{Q.} Let me see this happen by unloading, one direction at a time.

\textbf{A.} First let the film relax along $x$ while its length along $y$ is held. The condition $\varepsilon_{yy}=\varepsilon_0$ reads
\begin{equation}
\frac{\sigma_{yy}-\nu\sigma_{xx}}{E}=\frac{(1-\nu)\sigma}{E}
\quad\Rightarrow\quad
\sigma_{yy}=(1-\nu)\sigma+\nu\sigma_{xx}.
\label{eq:hold}
\end{equation}
Put this into the strain along $x$:
\begin{equation}
\varepsilon_{xx}=\frac{\sigma_{xx}-\nu\sigma_{yy}}{E}
=\frac{(1-\nu^2)\sigma_{xx}-\nu(1-\nu)\sigma}{E}.
\end{equation}
Hence $d\varepsilon_{xx}=(1-\nu^2)\,d\sigma_{xx}/E$. The work done by the film is minus the work done on it. The stress $\sigma_{yy}$ does none, because $\varepsilon_{yy}$ is fixed. Therefore
\begin{equation}
w_1=-\int_{\sigma}^{0}\sigma_{xx}\frac{1-\nu^2}{E}\,d\sigma_{xx}
=\frac{(1-\nu^2)\sigma^2}{2E}.
\end{equation}
At the end of this stage $\sigma_{xx}=0$, and equation (\ref{eq:hold}) leaves $\sigma_{yy}=(1-\nu)\sigma$.

Now release $y$, with $\sigma_{xx}$ kept at zero. This is the unloading of an ordinary bar from the stress $(1-\nu)\sigma$:
\begin{equation}
w_2=\frac{(1-\nu)^2\sigma^2}{2E}.
\end{equation}
The sum is
\begin{equation}
w_1+w_2=\frac{(1-\nu)\sigma^2}{2E}\left[(1+\nu)+(1-\nu)\right]
=\frac{(1-\nu)\sigma^2}{E},
\end{equation}
in agreement with the stored energy. The fractions released in the two stages are $(1+\nu)/2$ and $(1-\nu)/2$.

\textbf{Q.} Give me numbers for a film I might meet.

\textbf{A.} Take rough values typical of a porous organosilicate film: $E=8$ GPa, $\nu=0.25$, $\sigma=50$ MPa and $h=500$ nm. Then $M=8/0.75=10.67$ GPa, and the misfit strain is $\varepsilon_0=50/10670=0.47\%$. The complete release is
\begin{equation}
g_0=\frac{0.75\,(50\times10^6)^2\,(500\times10^{-9})}{8\times10^9}
=0.117\ \mathrm{J/m^2},
\end{equation}
or 117 mJ/m$^2$. The first stage supplies $0.625\,g_0=0.073$ J/m$^2$ and the second $0.375\,g_0=0.044$ J/m$^2$.

\textbf{Q.} Then a debond starting at the film edge is driven by 0.117 J/m$^2$, and I compare this with the adhesion energy.

\textbf{A.} Not at a long straight edge. What drives a front is the energy release rate $G$, the elastic energy lost per area of further debonding. Let the front lie along $y$ and advance along $x$. Let the loose part be much wider than $h$, and the front much longer than the loose part is wide.

Behind the front the film has a free edge parallel to $y$, so it relaxes along $x$ and $\sigma_{xx}=0$. Along $y$ it is still joined to the bonded film. Far from the ends of the front every cross-section is equivalent, so the loose film cannot shorten along $y$ relative to the bonded film, and $\varepsilon_{yy}$ stays at $\varepsilon_0$. This is the state at the end of the first stage.

As the front advances, the complicated field close to it moves along unchanged. The net effect is that an area of fully stressed film is replaced by an equal area in the first-stage state. Thus
\begin{equation}
G_{\rm edge}=h\,w_1=\frac{(1-\nu^2)\sigma^2h}{2E}=\frac{1+\nu}{2}\,g_0 .
\label{eq:edge}
\end{equation}
For the example this is 0.073 J/m$^2$.

\textbf{Q.} So where has the remaining energy gone?

\textbf{A.} It is still in the loose film, as tension along the front. It comes out when the loose film is also able to contract in that direction.

A long strip of width $b\gg h$, debonding from one end, shows this. Once the loose length is much greater than $b$, film far behind the front is free of stress in both directions. If the front keeps its shape while it advances, each newly debonded area replaces fully stressed film by fully relaxed film. The release rate averaged across the front is then $g_0$. For a given film, the geometry therefore decides what the front receives: $G_{\rm edge}$ in the first of these two cases and $g_0$ in the second. The ratio of the two, $(1+\nu)/2$, depends on the Poisson ratio.

\textbf{Q.} Suppose the debond starts in the interior, at a contaminated spot. Does that also release $0.625\,g_0$?

\textbf{A.} In a flat tensile film it releases nothing. The bonded film around the patch holds the patch rim at its original displacement. The uniform stress $\sigma$ inside the patch satisfies equilibrium without any help from the interface, so the patch keeps its strain. For given rim displacements, linear elasticity has one equilibrium state, and this is it.

As a numerical example, I solved a circular patch with its rim held and a free central hole of one thousandth of the patch radius. It kept 1.00000 of its initial energy to the digits shown, the hole being too small to matter. A tensile film therefore needs a free edge, or a crack through its thickness, before debonding can release its stress.

\textbf{Q.} And if the stress is compressive?

\textbf{A.} Equation (\ref{eq:g0}) is quadratic in $\sigma$, so the energy of complete relaxation is the same. The path can differ: a compressed patch may buckle away from the substrate and release part of its energy without any free edge. The front results given here assume a flat film, and I apply them to tension.

\textbf{Q.} Now bring in adhesion. When does the film come off?

\textbf{A.} Let $\Gamma$ be the energy needed to separate a unit area of interface, including dissipation close to the front, and take it as constant. There are two questions. The first is whether complete detachment lowers the total energy. It does if $g_0>\Gamma$, which at fixed $\sigma$ means
\begin{equation}
h>h_{\rm net}=\frac{\Gamma E}{(1-\nu)\sigma^2}=\frac{\Gamma M}{\sigma^2}.
\end{equation}
The second is whether a straight edge front can advance. This requires $G_{\rm edge}>\Gamma$, so
\begin{equation}
h>h_{\rm edge}=\frac{2}{1+\nu}\,h_{\rm net}.
\end{equation}

For a dry interface take $\Gamma=3$ J/m$^2$ as a round parameter:
\begin{equation}
h_{\rm net}=\frac{3\times10.67\times10^9}{(50\times10^6)^2}\ \mathrm{m}
=12.8\ \mu\mathrm{m},\qquad h_{\rm edge}=20.5\ \mu\mathrm{m}.
\end{equation}
With $\Gamma=1$ J/m$^2$, chosen to represent an interface weakened by humidity, the two values are 4.3 and 6.8 $\mu$m. The 500 nm film has $g_0/\Gamma=0.039$ when dry and $0.12$ when humid. In this model its own stress does not detach it.

\textbf{Q.} What happens between the two thicknesses?

\textbf{A.} Complete detachment would lower the energy, but a long straight edge front does not receive enough energy to begin. The missing part is the tension along the front, which that geometry does not release. Comparing $g_0$ with $\Gamma$ is thus a statement about the initial and final states. It does not by itself say that a front can move.

\textbf{Q.} At least $g_0$ is then a safe upper limit for $G$ at any front, since no area can give back more than it stored.

\textbf{A.} That does not follow. Film that debonded earlier may still hold energy, and it can give that energy back while the front crosses a different area. Whether this happens has to be settled by a geometry in which the whole path can be calculated.

Complete relaxation of the film releases $g_0$ per area, but a long straight edge front receives only $(1+\nu)/2$ of it, because tension along the front remains. Whether $G$ can exceed $g_0$ at some other front is still open, and has to be settled by a geometry in which the whole path can be calculated.
